\section*{Limiting electron flux in a neutral film with blocked vacancies}

\section*{Question}

An oxide film fills $0<x<L$ between a cathode at $x=0$ and an anode at $x=L$. It contains mobile vacancies of charge $+2q$ and density $v$, and electrons of charge $-q$ and density $n$. There are no dopants, no holes and no other charges. All quantities depend on $x$ alone.

Both species are dilute and obey the Einstein relation, with constant diffusivities $D_v$ (vacancies) and $D$ (electrons). The charge state of a vacancy is fixed. The electrodes exchange electrons with the film freely but let no vacancy through, so the mean of $v$ over the film keeps its initial value $c$. Except in part (f), the film is taken to be locally neutral.

Let $\phi$ be the electric potential in units of $kT/q$, and let a prime denote $d/dx$. Fluxes are numbers per area and time, positive towards the anode. The electron flux is $J\ge 0$; the conventional current density has magnitude $qJ$ and the opposite direction.

\begin{enumerate}
\item[(a)] Show that in a steady state $v$ is a linear function of $x$, and find its slope.
\item[(b)] Find the profile in terms of $c$ and $J$, and the limiting flux $J_{\rm lim}$ that no steady state can reach.
\item[(c)] Find $J$ as a function of the applied voltage $V$. How much of $V$ is a drop of electric potential inside the film? Compare the steady flux with the flux just after the voltage is switched on.
\item[(d)] A uniform film is driven at constant current from $t=0$, with $D_v\ll D$. Find the time to reach the steady state, and show what happens if the imposed flux exceeds $J_{\rm lim}$.
\item[(e)] Evaluate the results for $T=500$ K, $L=1000$ nm, $c=5\times10^{17}$ cm$^{-3}$, electron mobility $\mu=2.0$ cm$^2$/Vs, $D_v=3\times10^{-9}$ cm$^2$/s and $V=0.20$ V.
\item[(f)] Restore Poisson's equation, with relative permittivity 170. Where does neutrality fail first, and does $J_{\rm lim}$ remain a bound?
\item[(g)] Suppose that a vacancy can hold one electron. Find the leading change of $J_{\rm lim}$, and discuss how the model stands to a real film.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The linear profile}

A positive charge drifts down the potential and an electron drifts up it. With the Einstein relation the fluxes are
\begin{align}
J_v&=-D_v\,(v'+2v\phi'), \label{jv}\\
J&=-D\,(n'-n\phi'). \label{jn}
\end{align}
In a steady state the continuity equation makes $J_v$ independent of $x$. It vanishes at the electrodes, so it vanishes throughout the film. Since $v>0$,
\begin{equation}
\phi'=-\frac{v'}{2v}. \label{field}
\end{equation}
The vacancies are thus in equilibrium in the potential, although the electrons carry a current.

Neutrality requires $n=2v$. Then $n'=2v'$, and (\ref{field}) gives $n\phi'=2v\phi'=-v'$. Inserting both in (\ref{jn}),
\begin{equation}
J=-D\,(2v'+v')=-3D\,v'. \label{slope}
\end{equation}
No electrons are created or lost inside the film, so $J$ is also uniform in a steady state. Hence $v'=-J/(3D)$ is constant and $v$ is linear, as is $n=2v$. Both densities fall towards the anode.

The two terms in (\ref{slope}) show how the flux is carried. Diffusion supplies $-Dn'=-2Dv'=\tfrac23J$, and drift supplies $Dn\phi'=-Dv'=\tfrac13J$. The field that holds the vacancies against their own gradient also pulls the electrons towards the anode, so the two contributions add.

\subsection*{(b) The limiting flux}

Integrating the slope gives $v(x)=v(0)-Jx/(3D)$. The mean of a linear function is its value at the middle, so conservation of vacancies requires
\begin{equation}
v(0)-\frac{JL}{6D}=c .
\end{equation}
Eliminating $v(0)$,
\begin{equation}
v(x)=c+\frac{J}{3D}\Big(\frac L2-x\Big)
=c\Big[1+j\Big(1-\frac{2x}{L}\Big)\Big],\qquad j=\frac{JL}{6Dc}. \label{profile}
\end{equation}
The smallest density is $v(L)=c(1-j)$. It must be positive, so $j<1$, which means
\begin{equation}
J<J_{\rm lim}=\frac{6Dc}{L}. \label{limit}
\end{equation}
Every $J$ from zero up to this value has an acceptable profile, so no smaller bound exists within the model. The factor 6 is a product: the steepest allowed slope is $2c/L$, because the density can fall at most from $2c$ to zero, and (\ref{slope}) multiplies the slope by $3D$.

The density $c$ counts vacancies. In terms of the mean electron density $\bar n=2c$ the limit reads $3D\bar n/L$.

\subsection*{(c) Flux and voltage}

For electrons that exchange freely with the electrodes, $qV$ is the drop of their electrochemical potential from cathode to anode. In units of $kT$ this potential is $\ln n-\phi$ plus a constant, so
\begin{equation}
\frac{qV}{kT}=\ln\frac{n(0)}{n(L)}+\phi(L)-\phi(0).
\end{equation}
Integrating (\ref{field}) gives $\phi(L)-\phi(0)=\tfrac12\ln[v(0)/v(L)]$. The ratio $n(0)/n(L)$ equals $v(0)/v(L)=(1+j)/(1-j)$. Therefore
\begin{equation}
\frac{qV}{kT}=\Big(1+\frac12\Big)\ln\frac{1+j}{1-j}=3\,{\rm artanh}\,j,
\qquad
J=J_{\rm lim}\tanh\frac{qV}{3kT}. \label{tanh}
\end{equation}
The electric potential contributes the term with $\tfrac12$ out of a total of $\tfrac32$. Its drop inside the film is $V/3$ at every voltage. The limit (\ref{limit}) is approached as $V$ grows but is not reached at any finite $V$.

For $qV\ll 3kT$ the hyperbolic tangent equals its argument to leading order. With $\mu=qD/(kT)$,
\begin{equation}
J\simeq\frac{6Dc}{L}\,\frac{qV}{3kT}=2c\,\mu\,\frac VL ,
\end{equation}
which is Ohm's law with electron density $2c$.

Just after the voltage is applied the vacancies have not yet moved. Then $v=c$, neutrality keeps $n=2c$ uniform, and the whole of $V$ is a drop of electric potential. The initial flux is $J_0=2c\mu V/L=J_{\rm lim}\,qV/(3kT)$ at any $V$. Hence
\begin{equation}
\frac{J}{J_0}=\frac{\tanh u}{u},\qquad u=\frac{qV}{3kT}. \label{decay}
\end{equation}
At small $V$ the redistribution leaves the flux unchanged to first order. At large $V$ the steady flux is well below the initial one.

\subsection*{(d) Approach to the steady state}

During the transient the vacancies carry current too. Neutrality makes the total charge flux $2J_v-J_e$ uniform, where $J_e(x,t)$ is the local electron flux. At the blocked electrodes $J_v=0$ and $J_e=J$, the imposed value, so $J_e=J+2J_v$.

With $n=2v$, equation (\ref{jn}) gives $2v\phi'=n\phi'=2v'+J_e/D$. Inserting this in (\ref{jv}),
\begin{equation}
J_v=-D_v\Big(3v'+\frac{J+2J_v}{D}\Big)
\;\Rightarrow\;
\Big(1+\frac{2D_v}{D}\Big)J_v=-D_v\Big(3v'+\frac JD\Big).
\end{equation}
For $D_v\ll D$ the bracket on the left is 1. Continuity, $\partial v/\partial t=-J_v'$, then yields
\begin{equation}
\frac{\partial v}{\partial t}=3D_v\,v'',\qquad v'=-\frac{J}{3D}\ \text{ at } x=0,L. \label{diff}
\end{equation}
The vacancies spread with three times their own diffusivity, because the field of the mobile electrons helps them.

The deviation from the line (\ref{profile}) obeys the same equation with zero slope at both ends. Its modes are $\cos(m\pi x/L)$ with decay rates $3D_vm^2\pi^2/L^2$, and $m=0$ is excluded by the fixed mean. The slowest time is
\begin{equation}
\tau=\frac{L^2}{3\pi^2D_v}. \label{tau}
\end{equation}

A uniform start has the initial deviation $-jc(1-2x/L)$. The Fourier series is $1-2x/L=(8/\pi^2)\sum_{m\,\rm odd}m^{-2}\cos(m\pi x/L)$. At the anode each cosine with odd $m$ equals $-1$, so
\begin{equation}
\frac{v(L,t)}{c}=1-j\Big[1-\frac{8}{\pi^2}\sum_{m\,\rm odd}\frac{e^{-m^2t/\tau}}{m^2}\Big]. \label{anode}
\end{equation}
The square bracket rises steadily from 0 to 1. If $j<1$ the anode density stays positive. If $j>1$ the bracket reaches $1/j$ at a finite time, the anode is emptied, and the neutral solution ends there.

For $j=1.1$ the term $m=1$ suffices. The condition is $(8/\pi^2)e^{-t/\tau}=1-1/1.1=0.0909$, which gives $t=2.19\,\tau=0.074\,L^2/D_v$.

These results were compared with a simulation of the neutral film on 50 cells. At $j=0.9$ it settled on the line (\ref{profile}), with a decay rate of $29.60\,D_v/L^2$ against $3\pi^2D_v/L^2=29.61\,D_v/L^2$. At $j=1.1$ it stopped at $0.078\,L^2/D_v$. This is slightly later than the time above because the stopping condition was a density of $0.01c$ at the centre of the last cell, $x=0.99L$. The one-mode solution evaluated at that point gives the same $0.078$.

\subsection*{(e) Numbers}

The thermal voltage is $kT/q=0.04309$ V, so $D=\mu kT/q=2.0\times0.04309=0.0862$ cm$^2$/s. With $L=10^{-4}$ cm,
\begin{equation}
J_{\rm lim}=\frac{6\times0.0862\times5\times10^{17}}{10^{-4}}
=2.59\times10^{21}\ {\rm cm^{-2}\,s^{-1}},
\end{equation}
or 414 A/cm$^2$ after multiplication by $q$.

At 0.20 V, $u=0.20/(3\times0.04309)=1.547$ and $j=\tanh u=0.913$. The flux is $2.36\times10^{21}$ cm$^{-2}$\,s$^{-1}$, or 378 A/cm$^2$. The vacancy density is $c(1+j)=9.6\times10^{17}$ cm$^{-3}$ at the cathode and $c(1-j)=4.3\times10^{16}$ cm$^{-3}$ at the anode. The electric potential drop in the film is 0.067 V.

By (\ref{decay}), at fixed voltage the steady current is $0.913/1.547=0.59$ of the initial one. At fixed current the relaxation time (\ref{tau}) is $10^{-8}/(3\pi^2\times3\times10^{-9})=0.11$ s. This time does not apply at fixed voltage: at a fixed 0.20 V the current of the neutral film settles faster, with a late decay time of about 0.04 s. The neglected ratio $2D_v/D$ is about $7\times10^{-8}$.

\subsection*{(f) Space charge}

In the present units Poisson's equation is
\begin{equation}
\frac{\varepsilon kT}{q^2}\,\phi''=-(2v-n). \label{poisson}
\end{equation}
The neutral solution shows where it breaks down. From (\ref{field}) and $v'=-2jc/L$, $\phi'=jc/(Lv)$. One more derivative gives $\phi''=-jcv'/(Lv^2)=2j^2c^2/(L^2v^2)$. Equation (\ref{poisson}) then demands an excess of electrons
\begin{equation}
\frac{n-2v}{2v}=\beta j^2\Big(\frac cv\Big)^3,\qquad \beta=\frac{\varepsilon kT}{q^2cL^2}. \label{crit}
\end{equation}
Neutrality is consistent where this ratio is small. It fails first at the anode, where $v$ is smallest, once $1-j$ has fallen to about $\beta^{1/3}$.

Here $\beta=8.1\times10^{-4}$ and $\beta^{1/3}=0.093$, while $1-j=0.087$ at 0.20 V. The ratio (\ref{crit}) is then about 1 at the anode, so the working point lies at the edge of the neutral regime.

To see the effect on the flux, add $v'+2v\phi'=0$ and $n'-n\phi'=-J/D$, neither of which assumes neutrality:
\begin{equation}
(v+n)'+(2v-n)\phi'=-\frac JD .
\end{equation}
By (\ref{poisson}) the second term is $-(\varepsilon kT/q^2)\phi''\phi'=-(\varepsilon kT/2q^2)(\phi'^2)'$. Integrating over the film,
\begin{equation}
\frac{JL}{D}=(v+n)\Big|_{x=0}-(v+n)\Big|_{x=L}
+\frac{\varepsilon kT}{2q^2}\Big[\phi'(L)^2-\phi'(0)^2\Big]. \label{balance}
\end{equation}
In the neutral model the last term is dropped, $v+n=3v$, and the right side is at most $6c$. With space charge the argument for the bound fails in two ways: the field at the anode adds a positive term, and the profile is no longer a straight line, so the density difference can itself exceed $6c$. In the solution below at 0.40 V the density difference is $6.19c$ and the field term $0.21c$.

Whether the bound is in fact passed needs a solution of the full equations. They were solved numerically with contacts that carry no charge density ($n=2v$ at both ends), at fixed $c$ and $L$:
\begin{center}
\begin{tabular}{ccc}
$V$ (V) & $J/J_{\rm lim}$, neutral & $J/J_{\rm lim}$, full\\
0.20 & 0.913 & 0.921\\
0.30 & 0.981 & 1.013\\
0.40 & 0.996 & 1.068
\end{tabular}
\end{center}
At 0.20 V the flux changes by only 0.8\% of its neutral value, although the excess estimated from the neutral solution, (\ref{crit}), is already about 1 at the anode. This contact condition forces the excess to zero at the anode, and its largest value in the full solution is 0.12, at $x=0.97L$. At 0.30 V the flux exceeds $6Dc/L$. The limit therefore belongs to the neutral model: for these numbers the current bends over near $J_{\rm lim}$ but is still rising at 0.40 V, the highest voltage computed. The size of the shift depends on the contact condition. If instead $n$ is held fixed at both electrodes, at $c$, $2c$, $4c$ or $20c$, then $J/J_{\rm lim}$ is 0.92, 0.99, 1.03 or 1.08 at 0.20 V and 1.07, 1.15, 1.21 or 1.27 at 0.30 V.

The neutral law is recovered when $\beta$ is small at fixed $V$. With the contacts $n=2v$, for $\beta=2\times10^{-5}$ and $qV/kT=0.1$, 1, 2.5 and 4, the full flux agrees with (\ref{tanh}) within a relative difference of $2\times10^{-4}$, and the vacancy profile departs from the straight line by no more than about $4\times10^{-4}c$. With $n$ held fixed at the contacts the deviation is larger: at the same $\beta$ and voltages the flux differs from (\ref{tanh}) by up to 1\% for $n=2c$ and by 1.4 to 2.6\% for $n=20c$. For $n=2c$ and $qV/kT=4$ the difference only halves when $\beta$ is divided by four.

\subsection*{(g) Captured electrons and the real film}

Let $v_2$ and $v_1$ be the densities of doubly and singly charged vacancies, and $w=v_1+v_2$. Neutrality reads $n=2v_2+v_1$. Assume that both kinds have the same diffusivity $D_v\ll D$, so that electrons carried by vacancies are negligible. The total vacancy flux vanishes:
\begin{equation}
w'+(2v_2+v_1)\phi'=w'+n\phi'=0
\;\Rightarrow\; J=-D\,(n'-n\phi')=-D\,(n+w)' .
\end{equation}
Now it is the sum $S=n+w$ that is linear, while $w$ alone is curved. At the limit $S$ falls from $S_0$ to zero, so $J_{\rm lim}=DS_0/L$.

Assume further that capture is in local equilibrium, $v_1/v_2=\kappa n/c$. For binding energy $E_b$ and effective density of states $N_c$, $\kappa=(2c/N_c)e^{E_b/kT}$, where 2 is the spin degeneracy of the captured electron. Measure densities in units of $c$ and write $y=v_2$. To first order in $\kappa$,
\begin{equation}
v_1=2\kappa y^2,\quad n=2y+2\kappa y^2,\quad w=y+2\kappa y^2,\quad S=3y+4\kappa y^2 .
\end{equation}
Inverting the last relation, $y=S/3-4\kappa S^2/27$, and so $w=S/3+2\kappa S^2/27$. Because $S$ is linear in $x$, the mean of $w$ over the film is its mean over $S$:
\begin{equation}
1=\frac1{S_0}\int_0^{S_0}w\,dS=\frac{S_0}{6}+\frac{2\kappa S_0^2}{81}.
\end{equation}
Setting $S_0=6$ in the small term gives $S_0=6(1-\tfrac89\kappa)$, hence
\begin{equation}
J_{\rm lim}\simeq\frac{6Dc}{L}\Big(1-\frac{8\kappa}{9}\Big).
\end{equation}
With the rough values $E_b=0.10$ eV and $N_c=4.3\times10^{20}$ cm$^{-3}$, $\kappa=0.024$ and the limit falls by 2.1\%. The numerical solution without expansion in $\kappa$ gives 1.9\%. The result is very sensitive to the assumed binding energy: without expansion the limit falls by 11\% for $E_b=0.2$ eV and by 26\% for $E_b=0.3$ eV, where $\kappa$ is no longer small, and it tends to $4Dc/L$ when all vacancies are singly charged.

The parameters are round values in the rough regime of a lightly reduced strontium titanate film at 500 K. The film is assumed to be clean. Residual acceptors at $2\times10^{16}$ cm$^{-3}$ lower the full flux at 0.20 V from 0.921 to 0.893 of $6Dc/L$, a relative change of 3\%. The effect grows quickly: the same ratio is 0.79 at $10^{17}$ cm$^{-3}$ and 0.38 at $5\times10^{17}$ cm$^{-3}$, so the model needs an acceptor density far below $2c$.

Several other neglected effects are small for these numbers. The correction to the Einstein relation from degeneracy is 0.2\% at the cathode, and holes are negligible. The peak field is 0.003 MV/cm, far below a breakdown field of roughly 1 MV/cm. For a contact pad of radius 5 $\mu$m on material of conductivity 8 W/(m\,K), treated as a half-space, self-heating is 0.5 K, and it grows in proportion to the radius. A pad this small keeps the mean $c$ only if the film is patterned to the size of the pad. On a continuous film over a common bottom electrode, vacancies exchange sideways with the unbiased film on the time scale $a^2/(3D_v)\approx 30$ s for radius $a=5$ $\mu$m, and $v$ tends to $c$ along the bottom electrode. If that electrode is the cathode, the flux at the centre of the pad then tends to $(3Dc/L)(1-e^{-2qV/3kT})$, about $0.48\,J_{\rm lim}$ at 0.20 V. Crowding of the current at the edge raises the mean over this pad to about $0.56\,J_{\rm lim}$. If it is the anode, the flux is not bounded by $J_{\rm lim}$.

The assumptions most open to doubt concern the electrodes. A contact resistance of $10^{-5}$ $\Omega$\,cm$^2$ would take about 4 mV of the 200 mV at each of the two contacts and lower $j$ from 0.913 to 0.903, but a Schottky barrier could take much more, and (\ref{tanh}) would then hold only for the part of the voltage left across the film. An electrode that exchanges oxygen with the film breaks the conservation of vacancies, and with it the condition that fixed the factor 6. Neither effect is sized here. The remaining digits and inputs are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
test: worst relative flux error, small beta = 1.7e-04
test: worst profile error / c, small beta = 4.1e-04
test: relaxation rate = 29.599 D_v/L^2
test: 3 pi^2 = 29.609
test: flux 1.1 J_lim empties anode at 0.0782 L^2/D_v
input: temperature = 500 K
input: thickness L = 1000 nm
input: mean vacancy density c = 5.00e+17 cm^-3
input: electron mobility = 2.0 cm2/Vs
input: relative permittivity = 170
input: applied voltage = 0.20 V
input: vacancy diffusivity D_v = 3.0e-09 cm2/s
thermal voltage kT/q = 0.04309 V
electron diffusivity D = 0.08617 cm2/s
limiting flux 6Dc/L = 2.5852e+21 cm^-2 s^-1
limiting current density = 414.2 A/cm2
qV/(3kT) = 1.5473
j = J/J_lim at applied voltage = 0.9133
flux J = 2.3612e+21 cm^-2 s^-1
current density = 378.3 A/cm2
vacancy density at cathode = 9.567e+17 cm^-3
vacancy density at anode = 4.333e+16 cm^-3
electric potential drop in film V/3 = 0.0667 V
relaxation time L^2/(3 pi^2 D_v) = 0.113 s
space charge: beta = 8.096e-04
space charge: Debye length at mean density = 11.62 nm
space charge: full J/J_lim at 0.20 V = 0.9207
space charge: full J/J_lim at 0.30 V = 1.0133
neutral law: J/J_lim at 0.30 V = 0.9809
space charge: full J/J_lim at 0.40 V = 1.0677
neutral law: J/J_lim at 0.40 V = 0.9959
input: residual acceptors = 2.0e+16 cm^-3
acceptors: full J/J_lim at 0.20 V = 0.8934
input: density-of-states mass = 4.0 electron masses
effective density of states = 4.320e+20 cm^-3
input: electron binding to vacancy = 0.10 eV
capture: singly/doubly charged at cathode = 0.0902
capture: limiting flux / (6Dc/L) = 0.9809
degeneracy: Einstein correction at cathode = 1.57e-03
input: band gap = 3.0 eV
holes: density at anode = 1.2e-06 cm^-3
peak field, full problem = 0.00302 MV/cm
input: contact pad radius = 5.0 um
input: thermal conductivity = 8.0 W/(m K)
dissipated power = 75.7 W/cm2
self-heating at pad centre = 0.47 K
input: specific contact resistance = 1e-05 ohm cm2
contact voltage drop = 3.78 mV
\end{verbatim}
